**Traces and irreps of Bloch levels in a nonsymmorphic model crystal**

The program computes the trace $\chi(g)$ of each operation $g=\{R|t\}$ on a degenerate level from its plane-wave coefficients $c_n(G)$, using $G'=RG+G_R$, the phase $e^{-i(k+G')\cdot t}$ and the spin matrix $U(R)$. It obtains the multiplicities $m_a$ by orthogonality with characters $\chi_a$ generated from the factor system of the group of $k$. The model is a hexagonal close-packed array of Gaussian wells with spin-orbit coupling. The program asserts that the traces agree with real-space quadrature of the definition, that the operations commute with the Hamiltonian and obey the composition law, and that the multiplicities are non-negative integers that account for every state. It also asserts that time reversal carries a state projected on one irrep into the complex-conjugate irrep for the paired levels at A. The output lists characters, level energies, traces and multiplicities at A, and shorter summaries at Γ, K and A/2. Deliberate omissions show that some faults leave the multiplicities integer and appear only in the residual trace, while another does the reverse.

## Numerical verification

```python
"""Traces of space-group operations on Bloch multiplets and their reduction.

Result under test: for g = {R|t} with R k = k + G_R,
  chi(g) = sum_n sum_G c_n(G')^+ exp(-i (k+G').t) U(R) c_n(G),  G' = R G + G_R,
  m_a = (1/|G_k|) sum_g conj(chi_a(g)) chi(g).
c_n(G): plane-wave (spinor) coefficients of a complete degenerate level,
U(R): spin rotation of the proper part of R, chi_a: irreducible characters with
the factor system of the chosen coset representatives, m_a: multiplicities.
Lattice coordinates: x -> W x + t; reciprocal row vectors: q -> q W^-1.
Model: hcp array of Gaussian wells with spin-orbit term lam*sigma.(grad V x p),
Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.spatial.transform import Rotation

a_len = 6.0
c_len = a_len * np.sqrt(8 / 3)
depth, width, lam, e_cut = 2.0, 1.0, 0.2, 5.0
cell = np.array([[a_len, 0, 0], [-a_len / 2, a_len * np.sqrt(3) / 2, 0],
                 [0, 0, c_len]]).T            # columns are lattice vectors
recip = 2 * np.pi * np.linalg.inv(cell)       # rows are reciprocal vectors
volume = np.linalg.det(cell)
atoms = np.array([[1 / 3, 2 / 3, 1 / 4], [2 / 3, 1 / 3, 3 / 4]])
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
rng = np.random.default_rng(7)


def spin_rotation(W):
    """SU(2) matrix of the proper part of W, with a fixed choice of sign."""
    R = cell @ W @ np.linalg.inv(cell)
    P = R * round(np.linalg.det(R))
    x, y, z, w = Rotation.from_matrix(P).as_quat()
    first = next(v for v in (w, z, y, x) if abs(v) > 1e-7)
    x, y, z, w = np.array([x, y, z, w]) * np.sign(first)
    U = w * np.eye(2) - 1j * (x * sigma[0] + y * sigma[1] + z * sigma[2])
    for j in range(3):
        rotated = np.einsum('i,ist->st', P[:, j], sigma)
        assert np.allclose(U @ sigma[j] @ U.conj().T, rotated, atol=1e-10)
    return U


def find_space_group():
    """All (W, W^-1, t, U) that map the lattice and the atoms to themselves."""
    metric = cell.T @ cell
    found = []
    for entries in itertools.product((-1, 0, 1), repeat=9):
        W = np.array(entries).reshape(3, 3)
        if np.abs(W.T @ metric @ W - metric).max() > 1e-8:
            continue
        for target in atoms:
            t = (np.round((target - W @ atoms[0]) * 12) / 12) % 1
            diff = (atoms @ W.T + t)[:, None] - atoms[None]
            dist = np.abs(diff - np.rint(diff)).max(axis=2)
            if np.all(dist.min(axis=1) < 1e-8):
                W_inv = np.rint(np.linalg.inv(W)).astype(int)
                found.append((W, W_inv, t, spin_rotation(W)))
    return found


def little_group(group, kappa, spin):
    """Operations with R k = k + G_R; for spin = 1 the spin matrix is 1."""
    chosen = []
    for W, W_inv, t, U in group:
        shift = kappa @ W_inv - kappa
        if np.abs(shift - np.rint(shift)).max() < 1e-8:
            chosen.append((W, W_inv, t, U if spin == 2 else np.eye(1)))
    return chosen


def plane_waves(kappa):
    G = np.array(list(itertools.product(range(-8, 9), repeat=3)))
    energy = 0.5 * np.sum(((kappa + G) @ recip) ** 2, axis=1)
    return G[energy < e_cut + 1e-9]


def hamiltonian(kappa, G, spin):
    q = (kappa + G) @ recip
    dG = G[:, None] - G[None]
    g2 = np.sum((dG @ recip) ** 2, axis=2)
    structure = np.exp(-2j * np.pi * dG @ atoms.T).sum(axis=2)
    V = (-depth * (2 * np.pi) ** 1.5 * width ** 3 / volume
         * np.exp(-0.5 * width ** 2 * g2) * structure)
    H = np.kron(np.diag(0.5 * np.sum(q ** 2, axis=1)) + V, np.eye(spin))
    if spin == 2:
        cross = np.cross(q[:, None], q[None])
        for j in range(3):
            H = H + np.kron(1j * lam * V * cross[:, :, j], sigma[j])
    return H


def act(op, kappa, G, coef, fault=None):
    """Coefficients of g psi; 'fault' leaves out one ingredient on purpose."""
    W, W_inv, t, U = op
    where = {tuple(v): i for i, v in enumerate(G)}
    q_new = (kappa + G) @ W_inv
    G_new = np.rint(q_new - kappa).astype(int)
    phase = np.exp(-2j * np.pi * q_new @ t)
    if fault == 'translation':
        phase = np.ones(len(G))
    if fault == 'k in phase':
        phase = np.exp(-2j * np.pi * G_new @ t)
    if fault == 'reciprocal shift':
        G_new = G @ W_inv
    if fault == 'spin matrix':
        U = np.eye(len(U))
    index = np.array([where.get(tuple(v), -1) for v in G_new])
    keep = index >= 0
    assert keep.all() or fault == 'reciprocal shift'
    moved = phase[:, None, None] * np.einsum('st,ntm->nsm', U, coef)
    result = np.zeros(coef.shape, dtype=complex)
    result[index[keep]] = moved[keep]
    return result


def rep_matrices(ops, kappa, G, coef, fault=None):
    return np.array([np.einsum('nsi,nsj->ij', coef.conj(),
                               act(op, kappa, G, coef, fault)) for op in ops])


def factor_system(ops, kappa):
    """Product table and omega from composing the operations in real space."""
    where = {tuple(op[0].ravel()): i for i, op in enumerate(ops)}
    n = len(ops)
    table, omega = np.zeros((n, n), int), np.zeros((n, n), complex)
    for i, (W1, _, t1, U1) in enumerate(ops):
        for j, (W2, _, t2, U2) in enumerate(ops):
            k = where[tuple((W1 @ W2).ravel())]
            T = W1 @ t2 + t1 - ops[k][2]
            assert np.abs(T - np.rint(T)).max() < 1e-8
            sign = np.trace(ops[k][3].conj().T @ U1 @ U2).real / len(U1)
            assert abs(abs(sign) - 1) < 1e-8
            table[i, j] = k
            omega[i, j] = np.rint(sign) * np.exp(-2j * np.pi * kappa @ T)
    return table, omega


def clusters(values, tol=1e-7):
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return np.split(np.arange(len(values)), cuts)


def irreducible_characters(table, omega):
    """Split the twisted regular representation by a random invariant matrix."""
    n = len(table)
    L = np.zeros((n, n, n), complex)
    for i in range(n):
        L[i, table[i], np.arange(n)] = omega[i]
    M = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    M = M + M.conj().T
    M = sum(D @ M @ D.conj().T for D in L) / n
    values, vectors = np.linalg.eigh(M)
    chars = []
    for block in clusters(values):
        v = vectors[:, block]
        chi = np.einsum('ai,gab,bi->g', v.conj(), L, v)
        assert abs(np.vdot(chi, chi) / n - 1) < 1e-8
        if all(abs(np.vdot(old, chi)) / n < 1e-6 for old in chars):
            chars.append(chi)

    def order(chi):
        r = np.round(chi, 4) + 0.0
        d = round(np.abs(chi).max())
        return (d,) + tuple(x for z in r for x in (-z.real, -z.imag))
    chars = np.array(sorted(chars, key=order))
    assert np.allclose(chars.conj() @ chars.T / n, np.eye(len(chars)), atol=1e-8)
    return chars


def reduce_trace(chars, chi):
    """Multiplicities, distance from integers, part outside all characters."""
    m = chars.conj() @ chi / len(chi)
    deviation = np.abs(m - np.rint(m.real)).max()
    residual = np.abs(chi - m @ chars).max()
    return m, deviation, residual


def quadrature_traces(ops, kappa, G, coef):
    """Cell average of psi^+(x) U psi(W^-1 (x - t)), straight from the definition."""
    shape = (10, 10, 14)
    x = np.array(list(itertools.product(*[np.arange(n) / n for n in shape])))
    q = kappa + G

    def psi(points):
        waves = np.exp(2j * np.pi * points @ q.T)
        return np.tensordot(waves, coef, axes=(1, 0))
    here = psi(x).conj()
    values = []
    for W, W_inv, t, U in ops:
        there = np.einsum('st,xtm->xsm', U, psi((x - t) @ W_inv.T))
        values.append(np.sum(here * there, axis=(0, 1)) / len(x))
    return np.array(values)


worst = {'commutator': 0.0, 'quadrature': 0.0, 'composition': 0.0, 'reduction': 0.0}


def analyse(group, kappa, spin, n_levels):
    kappa = np.array(kappa, float)
    ops = little_group(group, kappa, spin)
    G = plane_waves(kappa)
    H = hamiltonian(kappa, G, spin)
    assert np.allclose(H, H.conj().T, atol=1e-12)
    trial = rng.normal(size=(len(G), spin, 1)) + 0j
    for op in ops:
        one = H @ act(op, kappa, G, trial).reshape(-1)
        two = act(op, kappa, G, (H @ trial.reshape(-1)).reshape(trial.shape))
        worst['commutator'] = max(worst['commutator'],
                                  np.abs(one - two.reshape(-1)).max())
    table, omega = factor_system(ops, kappa)
    chars = irreducible_characters(table, omega)
    identity = next(i for i, op in enumerate(ops)
                    if np.array_equal(op[0], np.eye(3)))
    dims = np.rint(chars[:, identity].real).astype(int)
    assert np.sum(dims ** 2) == len(ops)
    energies, vectors = np.linalg.eigh(H)
    blocks = clusters(energies)[:n_levels]
    used = np.concatenate(blocks)
    direct = quadrature_traces(ops, kappa, G,
                               vectors[:, used].reshape(len(G), spin, -1))
    levels = []
    for block in blocks:
        coef = vectors[:, block].reshape(len(G), spin, -1)
        D = rep_matrices(ops, kappa, G, coef)
        chi = np.trace(D, axis1=1, axis2=2)
        worst['quadrature'] = max(worst['quadrature'],
                                  np.abs(direct[:, block].sum(axis=1) - chi).max())
        products = np.einsum('aij,bjk->abik', D, D)
        law = omega[:, :, None, None] * D[table]
        worst['composition'] = max(worst['composition'],
                                   np.abs(products - law).max())
        m, deviation, residual = reduce_trace(chars, chi)
        worst['reduction'] = max(worst['reduction'], deviation, residual)
        m = np.rint(m.real).astype(int)
        assert m.min() >= 0 and m @ dims == len(block)
        levels.append(dict(E=energies[block[0]], coef=coef, chi=chi, m=m, D=D))
    return dict(kappa=kappa, ops=ops, G=G, chars=chars, dims=dims, levels=levels)


def show(z):
    re, im = round(z.real, 3) + 0.0, round(z.imag, 3) + 0.0
    if im == 0:
        return f'{re:7.3f} '
    return f'{im:7.3f}i' if re == 0 else f'{re:.3f}{im:+.3f}i'


group = find_space_group()
assert len(group) == 24
fractional = sum(np.abs(op[2]).max() > 1e-8 for op in group)
named = {'E': [[1, 0, 0], [0, 1, 0], [0, 0, 1]],
         '3z': [[0, -1, 0], [1, -1, 0], [0, 0, 1]],
         '6z|c/2': [[1, -1, 0], [1, 0, 0], [0, 0, 1]],
         'inv': [[-1, 0, 0], [0, -1, 0], [0, 0, -1]],
         '2[110]': [[0, 1, 0], [1, 0, 0], [0, 0, -1]],
         'm[110]': [[0, -1, 0], [-1, 0, 0], [0, 0, 1]]}

scalar_A = analyse(group, (0, 0, 0.5), 1, 4)
spinor_A = analyse(group, (0, 0, 0.5), 2, 8)
others = {'Gamma': analyse(group, (0, 0, 0), 2, 5),
          'K': analyse(group, (1 / 3, 1 / 3, 0), 2, 5),
          'A/2': analyse(group, (0, 0, 0.25), 2, 5)}
assert max(worst.values()) < 1e-8

print(f'a = {a_len:.1f} bohr, c = {c_len:.4f} bohr')
print(f'well depth = {depth:.1f} hartree, width = {width:.1f} bohr')
print(f'spin-orbit lam = {lam:.1f} a.u., cutoff = {e_cut:.1f} hartree')
print(f'plane waves at A = {len(spinor_A["G"])}')
print(f'cosets = {len(group)}, with fractional translation = {fractional}')

columns = [next(i for i, op in enumerate(spinor_A['ops'])
                if np.array_equal(op[0], W)) for W in named.values()]
for name, i in zip(named, columns):
    t = spinor_A['ops'][i][2]
    if name in ('6z|c/2', '2[110]', 'm[110]'):
        print(f'translation of {name}: {t[0]:.1f} {t[1]:.1f} {t[2]:.1f} (lattice units)')

# two free waves exp(+-i pi z/c) at A, without any potential
G = scalar_A['G']
pair = np.zeros((len(G), 1, 2), complex)
for n, vector in enumerate(([0, 0, 0], [0, 0, -1])):
    pair[np.where((G == vector).all(axis=1))[0][0], 0, n] = 1
D_pair = rep_matrices(scalar_A['ops'], scalar_A['kappa'], G, pair)
m_pair, dev_pair, res_pair = reduce_trace(scalar_A['chars'],
                                          np.trace(D_pair, axis1=1, axis2=2))
assert max(dev_pair, res_pair) < 1e-8
screw = D_pair[columns[2]]
print('free pair at A, screw phases:', show(screw[0, 0]), show(screw[1, 1]))
print('free pair at A, multiplicities:', np.rint(m_pair.real).astype(int))

for title, data in (('spinless', scalar_A), ('spinor', spinor_A)):
    print(f'A {title}; columns:', ', '.join(named))
    for n, chi in enumerate(data['chars']):
        print(f' irrep {n + 1}      ', *[show(chi[i]) for i in columns])
    for level in data['levels']:
        print(f' E={level["E"]:8.5f} Ha', *[show(level['chi'][i]) for i in columns],
              'm =', level['m'])

for name, data in others.items():
    print(f'{name} spinor: operations {len(data["ops"])}, irrep dims', data['dims'])
    print('  E (hartree):', *[f'{lv["E"]:.5f}' for lv in data['levels']])
    print('  irreps:', *['+'.join(f'{k}x{i + 1}' for i, k in enumerate(lv['m']) if k)
                         for lv in data['levels']])

# every operation with a fractional translation is traceless at A
for data in (scalar_A, spinor_A):
    moving = [i for i, op in enumerate(data['ops']) if np.abs(op[2]).max() > 1e-8]
    assert max(np.abs(lv['chi'][moving]).max() for lv in data['levels']) < 1e-8
    assert np.abs(data['chars'][:, moving]).max() < 1e-8

# time reversal joins complex-conjugate irreps at A
chars, dims, kappa, G = (spinor_A[x] for x in ('chars', 'dims', 'kappa', 'G'))
order = len(spinor_A['ops'])
pairs_seen = 0
for level in spinor_A['levels']:
    present = np.where(level['m'] == 1)[0]
    if len(present) != 2:
        continue
    first, second = present
    assert np.allclose(chars[first], chars[second].conj(), atol=1e-8)
    assert np.abs(chars[first] - chars[second]).max() > 0.5

    def project(label, coef):
        total = sum(np.conj(chars[label, i]) * act(op, kappa, G, coef)
                    for i, op in enumerate(spinor_A['ops']))
        return dims[label] / order * total
    state = project(first, level['coef'])
    assert abs(np.linalg.norm(state) ** 2 - dims[first]) < 1e-7
    where = {tuple(v): i for i, v in enumerate(G)}
    index = [where[tuple(v)] for v in np.rint(-2 * kappa - G).astype(int)]
    reversed_state = np.zeros_like(state)
    reversed_state[index] = np.einsum('st,ntm->nsm', -1j * sigma[1], state.conj())
    assert np.allclose(project(second, reversed_state), reversed_state, atol=1e-8)
    assert np.abs(project(first, reversed_state)).max() < 1e-8
    pairs_seen += 1
assert pairs_seen > 0
print('A levels joining two conjugate irreps:', pairs_seen)


def fault_score(data, fault):
    scores = []
    for level in data['levels']:
        D = rep_matrices(data['ops'], data['kappa'], data['G'], level['coef'], fault)
        scores.append(reduce_trace(data['chars'], np.trace(D, axis1=1, axis2=2))[1:])
    return np.max(scores, axis=0)


print('faults: largest distance from integer, largest residual trace')
for fault, place, data in (('translation', 'A', spinor_A),
                           ('reciprocal shift', 'A', spinor_A),
                           ('spin matrix', 'A', spinor_A),
                           ('k in phase', 'A/2', others['A/2'])):
    deviation, residual = fault_score(data, fault)
    assert max(deviation, residual) > 0.05
    print(f' no {fault} at {place}: {deviation:.3f}, {residual:.3f}')
harmless = fault_score(spinor_A, 'k in phase').max()
assert harmless < 1e-8
print(f' no k in phase at A: below 1e-8 is {harmless < 1e-8}')
single = spinor_A['levels'][0]['coef'][:, :, :1]
D = rep_matrices(spinor_A['ops'], kappa, G, single)
_, deviation, residual = reduce_trace(chars, np.trace(D, axis1=1, axis2=2))
assert max(deviation, residual) > 0.05
print(f' one state of lowest A level: integer distance {deviation:.3f}')
print(f'largest error of all correct checks below 1e-8: {max(worst.values()) < 1e-8}')
print('all good')
```

Printed output:

```
a = 6.0 bohr, c = 9.7980 bohr
well depth = 2.0 hartree, width = 1.0 bohr
spin-orbit lam = 0.2 a.u., cutoff = 5.0 hartree
plane waves at A = 154
cosets = 24, with fractional translation = 12
translation of 6z|c/2: 0.0 0.0 0.5 (lattice units)
translation of 2[110]: 0.0 0.0 0.0 (lattice units)
translation of m[110]: 0.0 0.0 0.0 (lattice units)
free pair at A, screw phases:  -1.000i   1.000i
free pair at A, multiplicities: [1 0 0]
A spinless; columns: E, 3z, 6z|c/2, inv, 2[110], m[110]
 irrep 1         2.000    2.000    0.000    0.000    0.000    2.000 
 irrep 2         2.000    2.000    0.000    0.000    0.000   -2.000 
 irrep 3         4.000   -2.000    0.000    0.000    0.000    0.000 
 E=-0.41470 Ha   2.000    2.000    0.000    0.000    0.000    2.000  m = [1 0 0]
 E= 0.13330 Ha   2.000    2.000    0.000    0.000    0.000    2.000  m = [1 0 0]
 E= 0.41363 Ha   2.000    2.000    0.000    0.000    0.000    2.000  m = [1 0 0]
 E= 0.41620 Ha   4.000   -2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
A spinor; columns: E, 3z, 6z|c/2, inv, 2[110], m[110]
 irrep 1         2.000   -2.000    0.000    0.000   -2.000i   0.000 
 irrep 2         2.000   -2.000    0.000    0.000    2.000i   0.000 
 irrep 3         4.000    2.000    0.000    0.000    0.000    0.000 
 E=-0.41478 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
 E= 0.09359 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
 E= 0.29284 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
 E= 0.43296 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
 E= 0.50563 Ha   4.000   -4.000    0.000    0.000    0.000    0.000  m = [1 1 0]
 E= 0.59710 Ha   4.000   -4.000    0.000    0.000    0.000    0.000  m = [1 1 0]
 E= 0.66442 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
 E= 0.69408 Ha   4.000    2.000    0.000    0.000    0.000    0.000  m = [0 0 1]
Gamma spinor: operations 24, irrep dims [2 2 2 2 2 2]
  E (hartree): -0.43639 -0.38792 0.01481 0.22284 0.24125
  irreps: 1x1 1x4 1x3 1x6 1x1
K spinor: operations 12, irrep dims [2 2 2]
  E (hartree): -0.37722 -0.37698 0.03868 0.05431 0.18885
  irreps: 1x2 1x3 1x1 1x2 1x3
A/2 spinor: operations 12, irrep dims [2 2 2]
  E (hartree): -0.42988 -0.39639 0.03712 0.16787 0.27671
  irreps: 1x1 1x2 1x2 1x1 1x1
A levels joining two conjugate irreps: 2
faults: largest distance from integer, largest residual trace
 no translation at A: 0.000, 1.898
 no reciprocal shift at A: 0.000, 2.895
 no spin matrix at A: 0.333, 4.000
 no k in phase at A/2: 0.383, 0.000
 no k in phase at A: below 1e-8 is True
 one state of lowest A level: integer distance 0.250
largest error of all correct checks below 1e-8: True
all good
```
